# Scalar and spin parts of kinetically balanced (SS|LL) repulsion integrals

### Two s functions

Hartree atomic units are used, \(c\) is the speed of light, \(\hat{\mathbf p}=-i\nabla\), and \(\alpha=(1,0)^T\), \(\beta=(0,1)^T\) are the spin functions. Place \(g_a=e^{-ar_A^2}\) at the origin and \(g_b=e^{-br_B^2}\) at \((0,0,R)\), so that \(\mathbf r_A=(x,y,z)\) and \(\mathbf r_B=(x,y,z-R)\). Since \(\nabla g_a=-2a\mathbf r_Ag_a\), we have \(\boldsymbol\sigma\cdot\hat{\mathbf p}\,g_a=2ia\,(\boldsymbol\sigma\cdot\mathbf r_A)g_a\), and likewise for \(g_b\). The columns of the matrix \(\boldsymbol\sigma\cdot\mathbf r\) give \((\boldsymbol\sigma\cdot\mathbf r)\alpha=(z,\,x+iy)^T\) and \((\boldsymbol\sigma\cdot\mathbf r)\beta=(x-iy,\,-z)^T\). In a product of two such spinors the prefactors give \((2ia)^*(2ib)=4ab\), and the spinor factors give
\[
\begin{aligned}
\alpha\alpha:&\quad z(z-R)+(x-iy)(x+iy)=\mathbf r_A\cdot\mathbf r_B,\\
\alpha\beta:&\quad z(x-iy)-(x-iy)(z-R)=R\,(x-iy).
\end{aligned}\tag{1}
\]
The functions \(g_a\alpha\) and \(g_b\beta\) have a vanishing product, but their images under \(\boldsymbol\sigma\cdot\hat{\mathbf p}\) do not. The spin-flip term integrates to zero, being odd in \(x\) and \(y\), and it disappears for \(R=0\). With \(\mathbf r_A\times\mathbf r_B=R(-y,x,0)\equiv\mathbf n\) it equals \(in_x+n_y\), the \(\alpha\beta\) element of \(i\boldsymbol\sigma\cdot\mathbf n\). A dot product for the scalar part and a cross product for the spin part is the general structure.

### The distribution and its integrals

The lower row of the Dirac equation, \(c\,\boldsymbol\sigma\cdot\hat{\mathbf p}\,\psi^L+(V-2c^2-\varepsilon)\psi^S=0\), gives \(\psi^S\approx\boldsymbol\sigma\cdot\hat{\mathbf p}\,\psi^L/2c\) where \(|\varepsilon-V|\ll2c^2\). Restricted kinetic balance builds this into the basis. With real scalar Gaussians \(g_\mu\) and spin functions \(\xi_s\),
\[
\chi^L_{\kappa u}=g_\kappa\xi_u,\qquad \chi^S_{\mu s}=\frac{1}{2c}\,\boldsymbol\sigma\cdot\hat{\mathbf p}\,g_\mu\xi_s=-\frac{i}{2c}\,\sigma_i(\partial_ig_\mu)\,\xi_s .\tag{2}
\]
Repeated Cartesian indices are summed. The Pauli matrices obey \(\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k\), and contraction with ordinary vectors \(a_i\), \(b_j\) gives the Dirac identity
\[
(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b).\tag{3}
\]
In \(\Omega^{SS}_{\mu s,\nu t}=\chi^{S\dagger}_{\mu s}\chi^S_{\nu t}\) the adjoint leaves \(\sigma_i\) unchanged (Hermitian) and \(\partial_ig_\mu\) unchanged (real), and \((-i)^*(-i)=1\). The gradients are already evaluated functions, so (3) applies point by point:
\[
\Omega^{SS}_{\mu s,\nu t}=\frac{1}{4c^2}\Big[\delta_{st}\,\nabla g_\mu\cdot\nabla g_\nu+i(\sigma_k)_{st}\,(\nabla g_\mu\times\nabla g_\nu)_k\Big],\qquad \Omega^{LL}_{\kappa u,\lambda v}=\delta_{uv}\,g_\kappa g_\lambda .\tag{4}
\]
The interaction is the instantaneous Coulomb repulsion, which is a unit matrix in spinor space. With \((f_1f_2|f_3f_4)=\iint f_1f_2(\mathbf r_1)\,r_{12}^{-1}f_3f_4(\mathbf r_2)\), inserting (4) gives
\[
(\chi^S_{\mu s}\chi^S_{\nu t}|\chi^L_{\kappa u}\chi^L_{\lambda v})=\delta_{uv}G_{\mu s,\nu t;\kappa\lambda},\qquad G=\frac{1}{4c^2}\big[\delta_{st}I^0+i(\sigma_k)_{st}I^k\big],\tag{5}
\]
where \(I^0=(\partial_i\mu\,\partial_i\nu|\kappa\lambda)\) and \(I^k=\epsilon_{kij}(\partial_i\mu\,\partial_j\nu|\kappa\lambda)\) are real.

Let \(g_\mu,g_\nu,g_\kappa,g_\lambda\) sit on \(\mathbf A,\mathbf B,\mathbf C,\mathbf D\). A function of \(\mathbf r-\mathbf A\) obeys \(\partial_ig_\mu=-\partial g_\mu/\partial A_i\). The two minus signs cancel, and derivatives with respect to parameters pass through the integral because the differentiated integrand remains Gaussian-damped:
\[
I^0=\partial_{A_i}\partial_{B_i}(\mu\nu|\kappa\lambda),\qquad I^k=\epsilon_{kij}\,\partial_{A_i}\partial_{B_j}(\mu\nu|\kappa\lambda).\tag{6}
\]
In (6) the four centres are independent variables, set to nuclear positions after differentiation. If \(g_\mu\) and \(g_\nu\) lie on one atom, a displacement of that atom acts as \(\partial_A+\partial_B\) at least, and \(\epsilon_{kij}(\partial_A+\partial_B)_i(\partial_A+\partial_B)_j=0\) because derivatives commute. Mixed derivatives with other atoms do not help either: \((\mu\nu|\kappa\lambda)=(\nu\mu|\kappa\lambda)\) for all nuclear positions, so every nuclear derivative of it is symmetric in \(\mu\leftrightarrow\nu\), while the cross product in \(I^k\) is antisymmetric. Nuclear-coordinate derivatives of \((\mu\nu|\kappa\lambda)\) therefore cannot supply the one-centre spin parts. These need not vanish: for \(g_\mu=xh(r)\), \(g_\nu=yh(r)\) the cross product at the origin is \(h(0)^2\hat{\mathbf z}\). Contracted functions obey (5) and (6) by linearity. The reality of \(I^0\) and \(I^k\) rests on real \(g\); complex basis functions, or a small basis not generated by (2), fall outside this derivation.

### What the four parts describe

Exchanging \(\mu\) and \(\nu\) leaves the dot product unchanged and reverses the cross product:
\[
I^0_{\nu\mu}=I^0_{\mu\nu},\qquad I^k_{\nu\mu}=-I^k_{\mu\nu}.\tag{7}
\]
For fixed \(\mu\neq\nu\) the spin term of (5) is anti-Hermitian as a \(2\times2\) matrix, and the sign in (7) makes \(G\) Hermitian in the compound indices \(\mu s,\nu t\).

One partial integration gives the charge of the scalar part, \(\int\nabla g_\mu\cdot\nabla g_\nu=-\int g_\mu\nabla^2g_\nu=2t_{\mu\nu}\), with \(t\) the kinetic-energy matrix. For the spin part, \(\epsilon_{kij}\partial_i\partial_jg_\nu=0\) allows
\[
\epsilon_{kij}\,\partial_ig_\mu\,\partial_jg_\nu=\epsilon_{kij}\,\partial_i(g_\mu\,\partial_jg_\nu),\tag{8}
\]
a total derivative of a decaying function, so its charge is zero. The small-component overlap is thus \(\delta_{st}t_{\mu\nu}/2c^2\).

Let \(V(\mathbf r)=\int g_\kappa g_\lambda(\mathbf r')\,|\mathbf r-\mathbf r'|^{-1}d^3r'\), so that \(\nabla^2V=-4\pi g_\kappa g_\lambda\). Multiplying (8) by \(V\) and moving \(\partial_i\) onto \(V\) gives
\[
I^k=-\int g_\mu(\nabla V\times\nabla g_\nu)_k,\qquad \frac{i\sigma_kI^k}{4c^2}=\int g_\mu\,\frac{\boldsymbol\sigma\cdot(\nabla V\times\hat{\mathbf p})}{4c^2}\,g_\nu ,\tag{9}
\]
where \(-i\nabla=\hat{\mathbf p}\) was used. The spin parts are matrix elements of the spin–orbit operator for an electron moving in the potential energy \(V\) of another. In terms of centres, a common shift of all four leaves \((\mu\nu|\kappa\lambda)\) unchanged, so \(\partial_B=-\partial_A-\partial_C-\partial_D\) on it. The \(\partial_{A_i}\partial_{A_j}\) term is removed by \(\epsilon_{kij}\), leaving
\[
I^k=-\epsilon_{kij}\,\partial_{A_i}(\partial_C+\partial_D)_j(\mu\nu|\kappa\lambda),\tag{10}
\]
in which \(\partial_C+\partial_D\) shifts the source of \(V\) rigidly. For the scalar part, the product rule gives \(\nabla g_\mu\cdot\nabla g_\nu=\tfrac12[\nabla^2(g_\mu g_\nu)-g_\nu\nabla^2g_\mu-g_\mu\nabla^2g_\nu]\). Two partial integrations turn the first term into \(\tfrac12\int g_\mu g_\nu\nabla^2V\), so
\[
I^0=-2\pi\!\int g_\mu g_\nu g_\kappa g_\lambda-\tfrac12(\nabla^2\!\mu\;\nu|\kappa\lambda)-\tfrac12(\mu\,\nabla^2\nu|\kappa\lambda),\tag{11}
\]
a contact term of Darwin type plus two Laplacian terms.

### Gaussian evaluation

With \(x_A=x-A_x\), differentiation gives \(\partial_{A_x}(x_A^le^{-ax_A^2})=(2a\,x_A^{l+1}-l\,x_A^{l-1})e^{-ax_A^2}\). Each term of (6) is therefore a fixed combination of ordinary integrals with the angular momenta of \(\mu\) and \(\nu\) shifted by \(\pm1\). For a normalized \(s\) function \(\langle x_A^2\rangle=1/4a\), so the normalized \(p\) function is \(p_x=2\sqrt a\,x_As\), and \(\partial_{A_x}s=2ax_As=\sqrt a\,p_x\). Hence \(\partial_{A_i}\partial_{B_j}(ss|ss)=\sqrt{ab}\,(p_ip_j|ss)\).

Take four normalized \(s\) functions with exponents \(a,b,e,f\). Completing the square gives \(e^{-ar_A^2-br_B^2}=e^{-ab|\mathbf A-\mathbf B|^2/p}e^{-p|\mathbf r-\mathbf P|^2}\) with \(p=a+b\), \(\mathbf P=(a\mathbf A+b\mathbf B)/p\), and likewise \(q=e+f\), \(\mathbf Q=(e\mathbf C+f\mathbf D)/q\). Write \(r_{12}^{-1}=2\pi^{-1/2}\int_0^\infty e^{-\tau^2r_{12}^2}d\tau\). The \(\mathbf r_2\) integral gives \([\pi/(q+\tau^2)]^{3/2}e^{-\gamma|\mathbf r_1-\mathbf Q|^2}\) with \(\gamma=q\tau^2/(q+\tau^2)\), and the \(\mathbf r_1\) integral gives \([\pi/(p+\gamma)]^{3/2}e^{-p\gamma|\mathbf P-\mathbf Q|^2/(p+\gamma)}\). With \(\rho=pq/(p+q)\) one has \((q+\tau^2)(p+\gamma)=(p+q)(\rho+\tau^2)\) and \(p\gamma/(p+\gamma)=\rho\eta^2\), where \(\eta^2=\tau^2/(\rho+\tau^2)\) and \(d\eta=\rho(\rho+\tau^2)^{-3/2}d\tau\). Therefore
\[
(ss|ss)=KF_0(T),\quad T=\rho|\mathbf P-\mathbf Q|^2,\quad F_m(T)=\int_0^1\eta^{2m}e^{-T\eta^2}d\eta,\tag{12}
\]
\[
K=\Big(\frac{16abef}{\pi^4}\Big)^{3/4}\frac{2\pi^{5/2}}{pq\sqrt{p+q}}\;e^{-ab|\mathbf A-\mathbf B|^2/p-ef|\mathbf C-\mathbf D|^2/q}.
\]
Let \(\mathbf y=\mathbf r-\mathbf P\), and let \(\langle\cdot\rangle\) denote the integral (12) with a factor inserted for electron 1. Differentiating \(e^{-py^2}\) with respect to \(\mathbf P\) at fixed \(K\) brings down \(2py_i\) once and \(4p^2y_iy_j-2p\delta_{ij}\) twice. On the right of (12), \(F_m'=-F_{m+1}\) and \(\partial_{P_i}T=-2pw_i\) with \(\mathbf w=q(\mathbf Q-\mathbf P)/(p+q)\), and \(\partial_{P_j}w_i=-(\rho/p)\delta_{ij}\). So \(\partial_{P_i}F_0=2pw_iF_1\) and \(\partial_{P_j}\partial_{P_i}F_0=4p^2w_iw_jF_2-2\rho\delta_{ij}F_1\). Equating both sides,
\[
\langle y_i\rangle=KF_1w_i,\qquad\langle y_iy_j\rangle=K\Big[w_iw_jF_2+\frac{\delta_{ij}}{2p}\Big(F_0-\frac{\rho}{p}F_1\Big)\Big].\tag{13}
\]
The gradients give \(\partial_ig_a\,\partial_jg_b=4ab\,r_{A,i}r_{B,j}\,g_ag_b\) with \(\mathbf r_A=\mathbf y+\mathbf P_A\), \(\mathbf r_B=\mathbf y+\mathbf P_B\), \(\mathbf P_A=\mathbf P-\mathbf A\), \(\mathbf P_B=\mathbf P-\mathbf B\). The dot product is \(y^2+\mathbf y\cdot(\mathbf P_A+\mathbf P_B)+\mathbf P_A\cdot\mathbf P_B\). The cross product is \(\mathbf y\times(\mathbf P_B-\mathbf P_A)+\mathbf P_A\times\mathbf P_B=\mathbf y\times(\mathbf A-\mathbf B)\), since \(\mathbf P\) lies on the line \(AB\). With (13),
\[
I^0=4abK\Big[\mathbf P_A\!\cdot\!\mathbf P_B\,F_0+(\mathbf P_A+\mathbf P_B)\!\cdot\!\mathbf w\,F_1+w^2F_2+\frac{3}{2p}\Big(F_0-\frac\rho pF_1\Big)\Big],\tag{14}
\]
\[
\mathbf I=4abKF_1\,\mathbf w\times(\mathbf A-\mathbf B).\tag{15}
\]
For \(s\) functions the spin part vanishes when \(\mathbf Q\) lies on the line \(AB\), even if \(\mathbf C\) and \(\mathbf D\) do not. At large \(T\) the upper limit in \(F_m\) may be extended to infinity, which gives \(F_m\propto T^{-m-1/2}\). With \(L=|\mathbf P-\mathbf Q|\), the \(F_0\) terms of \(I^0\) fall as \(1/L\), while \(F_1|\mathbf w|\) falls as \(L^{-2}\), the law for a neutral distribution with a dipole moment, as (8) requires.

**Four-centre model.** Take \(a,b,e,f=1.1,\,0.8,\,1.0,\,0.7\) bohr\(^{-2}\), \(\mathbf A=(0,0,0)\), \(\mathbf B=(1.0,0.5,0)\), \(\mathbf C=(0.2,1.0,0.8)\), \(\mathbf D=(-0.5,0.4,1.2)\) bohr. Then \(p=1.9\), \(q=1.7\), \(\rho=0.897222\), \(\mathbf P=(0.421053,0.210526,0)\), \(\mathbf Q=(-0.088235,0.752941,0.964706)\), \(T=1.331698\), \(F_0,F_1,F_2=0.689110,\,0.159601,\,0.080640\), and \(K=0.378728\ E_h\). The prefactor is \(4abK=3.52\times0.378728=1.33312\). With \(\mathbf P_A\cdot\mathbf P_B=-0.304709\), \((\mathbf P_A+\mathbf P_B)\cdot\mathbf w=0.017752\) and \(w^2=0.330978\), the bracket of (14) is
\[
-0.209978+0.002833+0.026690+\tfrac{1.5}{1.9}(0.689110-0.075367)=0.304079,
\]
so \(I^0=1.33312\times0.304079=0.405375\ E_h\,\text{bohr}^{-2}\). Equation (11) reaches the same value as \(-0.089718+0.266590+0.228503\). In (15), \(4abKF_1=0.212768\) multiplies \(\mathbf w\times(\mathbf A-\mathbf B)=(0.227778,-0.455556,0.376389)\), so \(\mathbf I=(0.048464,-0.096928,0.080084)\ E_h\,\text{bohr}^{-2}\). With \(1/4c^2=1.331284\times10^{-5}\), (5) gives
\[
G_{\alpha\alpha}=\frac{I^0+iI^z}{4c^2}=(5.3967+1.0661\,i)\times10^{-6}E_h,\quad G_{\alpha\beta}=\frac{I^y+iI^x}{4c^2}=(-1.2904+0.6452\,i)\times10^{-6}E_h,
\]
and \(G_{\beta\beta}=G_{\alpha\alpha}^*\), \(G_{\beta\alpha}=-G_{\alpha\beta}^*\). In this integral the spin components are 12 to 24 per cent of the scalar one.

As a test of (5) and (6), explicit two-spinors were multiplied and integrated on a grid without using (3), with \(s,p\) shells on \(\mathbf A\) and \(s,p,d\) shells on \(\mathbf B\). They match finite differences of ordinary integrals to \(2.3\times10^{-9}\ E_h\,\text{bohr}^{-2}\) (absolute, factor \(1/4c^2\) removed), and they fail to match when the spin term is given the opposite sign. Equations (7) to (11), (14), (15) and the collinear zero were tested as well. The full tensor, one-centre pairs included, agrees with integrals over \(j\)-adapted spinors at rounding level. The values are in the numerical output below.

### Use in the self-consistent field

Let \(\mathsf D_{ab}=\sum_{\rm occ}C_aC_b^*\), \(\mathsf J_{ab}=\sum(ab|cd)\mathsf D_{dc}\), \(\mathsf K_{ad}=\sum(ab|cd)\mathsf D_{bc}\). A Coulomb distribution needs two functions of the same component, so the (SS|LL) class contributes
\[
\mathsf J^{SS}_{ab}=\sum G_{ab;\kappa\lambda}\,d_{\lambda\kappa},\quad \mathsf J^{LL}_{\kappa u,\lambda v}\ni\delta_{uv}\sum G_{ab;\kappa\lambda}\mathsf D^{SS}_{ba},\quad \mathsf K^{LS}_{\kappa u,b}=\sum G_{ab;\kappa\lambda}\mathsf D^{LS}_{\lambda u,a},\tag{16}
\]
where \(a=\mu s\), \(b=\nu t\), \(d_{\lambda\kappa}=\sum_u\mathsf D^{LL}_{\lambda u,\kappa u}\) and \(\mathsf K^{SL}=\mathsf K^{LS\dagger}\).

Time reversal acts as \(-i\sigma_y\) times complex conjugation on both components. Because \(\sigma_y\boldsymbol\sigma^*\sigma_y=-\boldsymbol\sigma\) and \(\hat{\mathbf p}^*=-\hat{\mathbf p}\), it commutes with \(\boldsymbol\sigma\cdot\hat{\mathbf p}\), and coefficients in either basis of (2) map as \(C\to-i\sigma_yC^*\). If all Kramers pairs are doubly occupied, each \(2\times2\) block obeys \(\mathsf D_{\mu\nu}=\sigma_y\mathsf D_{\mu\nu}^*\sigma_y\). Write \(\mathsf D_{\mu\nu}=D^0+i\sigma_kD^k\). The right side is \(D^{0*}+i\sigma_kD^{k*}\), so all four coefficients are real. In the SS block Hermiticity, \(\mathsf D_{\nu\mu}=\mathsf D_{\mu\nu}^\dagger\), then makes \(D^0\) symmetric and \(D^k\) antisymmetric. The energy \(\tfrac12\operatorname{tr}\mathsf D\mathsf J\) receives equal halves from the first two terms of (16). Using \(\operatorname{tr}\sigma_k=0\), \(\operatorname{tr}\sigma_k\sigma_l=2\delta_{kl}\) and \(i^2=-1\),
\[
E_J=\frac{2}{4c^2}\sum\big[I^0_{\mu\nu,\kappa\lambda}D^0_{\nu\mu}-I^k_{\mu\nu,\kappa\lambda}D^k_{\nu\mu}\big]d_{\lambda\kappa}.\tag{17}
\]
The exchange energy is \(E_K=-\operatorname{Re}\operatorname{tr}\mathsf K^{LS}\mathsf D^{SL}\). With blocks \(\mathsf D^{LS}_{\lambda\mu}=X^0+i\boldsymbol\sigma\cdot\mathbf X\) and \(\mathsf D^{SL}_{\nu\kappa}=Y^0+i\boldsymbol\sigma\cdot\mathbf Y\), its spin part contains, by \(\operatorname{tr}\sigma_i\sigma_j\sigma_k=2i\epsilon_{ijk}\) and \(i^3\cdot2i=2\),
\[
\operatorname{tr}[(X^0+i\boldsymbol\sigma\!\cdot\!\mathbf X)(i\boldsymbol\sigma\!\cdot\!\mathbf I)(Y^0+i\boldsymbol\sigma\!\cdot\!\mathbf Y)]=-2X^0\,\mathbf I\!\cdot\!\mathbf Y-2Y^0\,\mathbf X\!\cdot\!\mathbf I+2\,\mathbf X\!\cdot\!(\mathbf I\times\mathbf Y).\tag{18}
\]
Both spin-part energies vanish for a density without spin components.

The orders in \(1/c\) follow from the one-electron blocks. By (3), \((\boldsymbol\sigma\cdot\hat{\mathbf p})^2=\hat p^2\), so \(h^{LS}=t\) and \(h^{SS}=W/4c^2-t\), where \(W\) is the matrix of \((\boldsymbol\sigma\cdot\hat{\mathbf p})V_{\rm nuc}(\boldsymbol\sigma\cdot\hat{\mathbf p})\). The lower row of the SCF equation reads \(t(C^L-C^S)=O(c^{-2})\), so \(C^S\to C^L\) and all spin-dependent terms start at \(c^{-2}\). For a closed shell with a gap, first-order perturbation theory then gives spin components of the density of order \(c^{-2}\). Scale \(I^k\) by \(\lambda\). The SCF energy is stationary in the orbitals, so
\[
dE/d\lambda=E_{\rm spin}[\mathsf D(\lambda)]=O(c^{-4})\tag{19}
\]
by (17) and (18), where \(E_{\rm spin}\) is the sum of the spin parts of \(E_J\) and \(E_K\). Orbital energies within a shell that is degenerate without spin–orbit coupling shift already at order \(c^{-2}\), through \(\mathsf J^{SS}\) and \(\mathsf K^{LS}\). For open shells, or when the gap is comparable to the spin–orbit coupling, the density can have spin components of order one, and the argument leading to (19) no longer applies.

The sign of the Coulomb effect follows from (9). For a spherical potential energy \(\nabla V=V'\mathbf r/r\), and the operator becomes \(V'\boldsymbol\sigma\cdot\mathbf l/(4c^2r)\). The spin part of \(W\) has this form with \(V'=Z/r^2\), and Gauss's law gives \(V'=-N(r)/r^2\) for an electron cloud with \(N(r)\) electrons inside \(r\). At leading order \(Z\) is replaced by \(Z-N(r)\) under the weight \(r^{-3}\).

### Hydrogen chloride

The calculation is Dirac–Coulomb Hartree–Fock for HCl at \(R=2.4\) bohr, with 15 contracted 6-31G functions in the basis (2) and point nuclei. It leaves out (SS|SS) integrals, Gaunt and Breit terms, correlation and core-hole relaxation, and the contraction is nonrelativistic, so the splittings below are orbital-energy differences of this model. They are not converged in the basis: with the uncontracted \(s,p\) primitives of cc-pVTZ on Cl (44 functions in all), the splitting goes from 2.031 to 1.758 eV instead of 1.875 to 1.620 eV, about 8 per cent larger, while the screened fraction changes only from 13.6 to 13.4 per cent (Coulomb part 11.9 to 11.7). The \(\mathsf J\) and \(\mathsf K\) matrices built from (16) agree with a spinor-integral build to \(2.1\times10^{-14}\ E_h\) or better, and the test fails without the spin parts.

The small component holds 0.012149 electrons. The scalar part of (17) is \(0.550706\ E_h\), or \(0.550706/0.012149=45.3\ E_h\) per small-component electron, the mean potential of the large-component cloud where the small component lives. The spin part is \(-4.52\times10^{-5}E_h\), about \(8\times10^{-5}\) of the scalar part in size; the largest \(|D^k|\) is \(3.3\times10^{-3}\) against 1.2054 for \(|D^0|\). For exchange the two parts are \(-0.093820\) and \(-1.63\times10^{-6}E_h\). The scalar quantities move by 1 to 2 per cent in the uncontracted basis (0.012290 electrons, \(0.559522\ E_h\), \(45.5\ E_h\) per electron). The spin parts stay small but change sign, to \(+7.8\times10^{-5}E_h\) for Coulomb and \(+3.5\times10^{-5}E_h\) for exchange, so only their order of magnitude carries over.

The Cl \(2p\) shell gives three Kramers pairs. The splitting is the mean of the upper two minus the lowest, and the nuclear \(W\) is kept whole throughout.

| \(I^k\) used in | \(2p\) levels (\(E_h\)) | splitting (\(E_h\)) |
|---|---|---|
| none | −8.10583, −8.03851, −8.03530 | 0.06892 |
| J | −8.10036, −8.04125, −8.03804 | 0.06072 |
| J and K | −8.09957, −8.04165, −8.03843 | 0.05953 |

The splitting drops from 1.875 to 1.620 eV, by \(0.009392\ E_h\) or 13.6 per cent of the unscreened value. The Coulomb part accounts for \(0.068920-0.060716=0.008204\ E_h\), or 11.9 per cent. Read with the spherical leading-order rule, this is a weighted \(N=0.119\times17\approx2.0\); this is a sum over all shells and not a count of the \(1s\) pair, because the weight \(r^{-3}\) also samples radii inside the \(1s\) cloud, where that pair screens only partly, and the \(2s\) and \(2p\) electrons contribute as well. Exchange lowers the splitting by a further \(0.0012\ E_h\), a sign that is computed here and not derived. The sum of the three levels, about \(-24.18\ E_h\), changes by less than \(10^{-5}\ E_h\) in this basis when the spin parts are included (by \(4.5\times10^{-5}\ E_h\) in the uncontracted one). No change is expected at order \(c^{-2}\), because \(\operatorname{tr}\sigma_k=0\) makes the perturbation traceless over a spin-free shell.

The total energy moves from \(-461.464842\) to \(-461.464893\ E_h\), by \(-5.05\times10^{-5}E_h\), nearly 200 times less than the change in the splitting. The sign and size of this small number belong to the contracted basis: in the uncontracted one the energy rises by \(1.16\times10^{-4}E_h\), about 90 times less than the change in the splitting. Doubling \(c\) tests the orders, with a tolerance of 10 per cent on each ratio. The splitting change becomes \(-0.002277\ E_h\), a ratio of 4.124 against 4, and the energy change \(-3.157\times10^{-6}E_h\), a ratio of 15.999 against 16. The leading-order argument does not predict agreement that close for the energy.

The energy change is not equal to \(E_{\rm spin}\) at the final density, \(-4.521\times10^{-5}-0.163\times10^{-5}=-4.684\times10^{-5}E_h\), because (19) must be integrated over \(\lambda\). The energy change is the mean of \(E_{\rm spin}[\mathsf D(\lambda)]\) over \(0\le\lambda\le1\). Since this mean, \(-5.05\times10^{-5}E_h\), is larger in size than the value at \(\lambda=1\), the final density alone underestimates the effect.

## Computed values

```
c = 137.035999 a.u.; 1/(4c^2) = 1.331284e-05 a.u.
exponents a,b,e,f = 1.1 0.8 1.0 0.7; d shell on B 0.9 bohr^-2
A, B = 0.0 0.0 0.0 | 1.0 0.5 0.0 bohr
C, D = 0.2 1.0 0.8 | -0.5 0.4 1.2 bohr
p, q, rho = 1.9000 1.7000 0.897222 bohr^-2
P = 0.421053 0.210526 0.000000 bohr
Q = -0.088235 0.752941 0.964706 bohr
w = -0.240497 0.256140 0.455556 bohr
w x (A-B) = 0.227778 -0.455556 0.376389 bohr^2
PA.PB, (PA+PB).w, w.w = -0.304709 0.017752 0.330978 bohr^2
T = 1.331698; F0 F1 F2 = 0.689110 0.159601 0.080640
K = 0.378728 Eh; (ss|ss) = 0.260986 Eh
I0 closed/grid/diff = 0.40537474 0.40537474 0.40537474 Eh/bohr^2
Ivec closed = 0.04846392 -0.09692784 0.08008367 Eh/bohr^2
Ivec grid   = 0.04846392 -0.09692784 0.08008367 Eh/bohr^2
Ivec diff   = 0.04846392 -0.09692784 0.08008367 Eh/bohr^2
contact term -2pi*int = -0.08971781 Eh/bohr^2
Laplacian terms = 0.26658971 0.22850284 Eh/bohr^2
(SS|LL) spin aa = 5.396689e-06+1.066141e-06j Eh
(SS|LL) spin ab = -1.290385e-06+6.451923e-07j Eh
(SS|LL) spin ba = 1.290385e-06+6.451923e-07j Eh
(SS|LL) spin bb = 5.396689e-06-1.066141e-06j Eh
max dev grid-vs-diff 2.3e-09, vs spinor code 3.6e-15 Eh/bohr^2
HCl R = 2.4 bohr, 6-31G, scalar functions 15, electrons 18
max dev J, K vs spinor code = 2.1e-14 7.1e-15 Eh
small-component charge = 0.012149 electrons
max|D0|, max|Dk| of SS density = 1.2054 3.343e-03
E_J(SS|LL) scalar, spin = 0.550706 -4.5207e-05 Eh
E_K(SS|LL) scalar, spin = -0.093820 -1.6313e-06 Eh
spin off: E = -461.464842 Eh; 2p levels -8.10583 -8.03851 -8.03530 Eh
spin off: 2p splitting = 0.068920 Eh = 1.8754 eV
spin in J: E = -461.464891 Eh; 2p levels -8.10036 -8.04125 -8.03804 Eh
spin in J: 2p splitting = 0.060716 Eh = 1.6522 eV
spin in J,K: E = -461.464893 Eh; 2p levels -8.09957 -8.04165 -8.03843 Eh
spin in J,K: 2p splitting = 0.059529 Eh = 1.6199 eV
splitting change by spin parts = -0.009392 Eh = -13.63 percent
energy change by spin parts = -5.0516e-05 Eh
at 2c: splitting change -0.002277 Eh, energy change -3.1574e-06 Eh
ratios c/2c: splitting 4.124, energy 15.999
```
